# Low Carrier Density Does Not Prove an Epitaxial Layer Pure

**Q.** My n-type gallium arsenide layer has a carrier density of \(2\times10^{14}\ \mathrm{cm^{-3}}\), uniform in depth. Each shallow donor gives one electron, so it contains about that many donors and hardly anything else. Why should I look further?

**A.** Because the electrons may not all have stayed in the conduction band. Let \(N_D\) and \(N_A\) be the densities of shallow donors and acceptors, with \(N_A<N_D\). Acceptor levels lie far below the Fermi level in n-type material, so each acceptor holds an electron and is negative. With \(n\) free electrons, \(N_D^+\) ionized donors and negligible holes, charge neutrality requires

\[
n+N_A=N_D^+ .
\]

If every donor is ionized, \(N_D^+=N_D\) and

\[
n=N_D-N_A .
\]

Your density fits \(N_D=2\times10^{14}\) with no acceptors. It fits \(N_D=1.1\times10^{15}\) and \(N_A=9\times10^{14}\), all in \(\mathrm{cm^{-3}}\), equally well. A uniform profile does not help: both densities may vary with depth while their difference stays constant.

**Q.** But then the second layer is neutral on average apart from the same small excess of donors. Should the electrons not feel only that excess?

**A.** They would if the charge were smeared out. Scattering responds to its irregularity. Give ion \(j\) the charge \(Z_j=\pm1\) and position \(\mathbf r_j\). For momentum transfer \(\mathbf q\), the scattered intensity contains

\[
\Big|\sum_j Z_je^{i\mathbf q\cdot\mathbf r_j}\Big|^2
=\sum_j Z_j^2+\sum_{j\ne l}Z_jZ_l
e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)} .
\]

For independent, uniformly distributed positions and \(\mathbf q\ne0\), each phase in the last sum averages to zero. Since \(Z_j^2=1\) for both signs, what remains is the number of ions. Scattering therefore depends on

\[
N_I=N_D+N_A .
\]

Independence of position matters. Suppose instead that each donor has an acceptor at distance \(d\). One pair gives \(|1-e^{i\mathbf q\cdot\mathbf d}|^2=2-2\cos(\mathbf q\cdot\mathbf d)\). Averaged over directions and divided by two ions, this is \(1-\sin(qd)/(qd)\). At \(qd=1\) the factor is about 0.16, so close pairs partly hide from the electrons. I shall assume random positions.

**Q.** Does the second layer also screen its ions better, having more charges?

**A.** Fixed ions cannot move to screen one another. Free electrons can. I use Hartree atomic units, \(\hbar=e=m_e=1\), with temperature \(T\) as an energy. Let \(\epsilon\) be the static relative permittivity and \(\phi\) the electrostatic potential. For a weak potential and non-degenerate electrons, the density rises by \(n\phi/T\). Poisson's equation around one ion is

\[
\nabla^2\phi=-\frac{4\pi}{\epsilon}
\left[Z\delta(\mathbf r)-\frac{n\phi}{T}\right].
\]

In Fourier space \(\nabla^2\) becomes \(-q^2\), so

\[
\phi_q=\frac{4\pi Z}{\epsilon(q^2+\kappa^2)},\qquad
\kappa^2=\frac{4\pi n}{\epsilon T}.
\]

At equal \(n\) and \(T\), the two fully ionized layers have the same screening length \(1/\kappa\).

**Q.** Then derive the loss of mobility. A count of ions is not yet a mobility.

**A.** Take one parabolic, isotropic band of mass \(m\), with \(E=k^2/(2m)\). An elastic collision through angle \(\theta\) removes a fraction \(1-\cos\theta\) of the forward momentum, on average over azimuth. Let \(W(q)\) be the squared matrix element times the crystal volume. The golden rule gives

\[
\frac1\tau=2\pi\int\frac{d^3k'}{(2\pi)^3}
W(q)(1-\cos\theta)\,\delta(E-E').
\]

Write \(d^3k'=2\pi k'^2dk'\,dc\), with \(c=\cos\theta\). The delta function contributes \(m/k'\) at \(k'=k\), hence

\[
\frac1\tau=\frac{mk}{2\pi}\int_{-1}^{1}(1-c)W(q)\,dc .
\tag{1}
\]

For random ions in the Born approximation, \(W=16\pi^2N_I/[\epsilon^2(q^2+\kappa^2)^2]\). The sign of the charge has dropped out. Put \(u=1-c\), so \(q^2=2k^2u\), then \(w=1+2k^2u/\kappa^2\), and define \(b=4k^2/\kappa^2\):

\[
\int_0^2\frac{u\,du}{(2k^2u+\kappa^2)^2}
=\frac1{4k^4}\int_1^{1+b}\frac{w-1}{w^2}\,dw
=\frac1{4k^4}\left[\ln(1+b)-\frac b{1+b}\right].
\]

Multiplying by \((mk/2\pi)(16\pi^2N_I/\epsilon^2)\) gives the Brooks–Herring rate

\[
\frac1{\tau_I}=\frac{2\pi N_Im}{\epsilon^2k^3}
\left[\ln(1+b)-\frac b{1+b}\right].
\tag{2}
\]

To get the mobility, apply a weak field \(F\) along \(z\). The force on an electron is \(-F\). In the steady state, the Boltzmann equation for the change \(f_1\) of the Maxwell distribution \(f_0\) reads

\[
-F\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau},
\qquad
f_1=F\tau v_z\frac{df_0}{dE}=-\frac{F\tau v_z}{T}f_0 .
\]

The drift speed per unit field is thus the Maxwell average of \(v_z^2\tau/T\). Isotropy replaces \(v_z^2\) by \(v^2/3=2E/(3m)\). With \(x=E/T\), the Maxwell energy weight is \(x^{1/2}e^{-x}/\Gamma(3/2)\). Since \(\Gamma(5/2)=\tfrac32\Gamma(3/2)\),

\[
\mu=\frac{\langle\tau\rangle}{m},\qquad
\langle\tau\rangle=\frac1{\Gamma(5/2)}
\int_0^\infty x^{3/2}e^{-x}\tau(xT)\,dx .
\tag{3}
\]

At fixed \(n\) and \(T\), the bracket in (2) is the same for both layers at every energy. The ion-limited mobility therefore varies as \(1/N_I\). Relative to an uncompensated layer with the same \(n\), where \(N_I=n\),

\[
\frac{\mu_I}{\mu_I^{\rm pure}}
=\frac n{N_D+N_A}
=\frac{1-\theta_A}{1+\theta_A},\qquad
\theta_A=\frac{N_A}{N_D}.
\tag{4}
\]

For the second layer this is \(2/(11+9)=0.10\). If acceptors were added at fixed \(N_D\) instead, \(n\) and the screening would change too, and (4) would not describe the whole change.

**Q.** A tenfold loss would be hard to miss. Yet my room-temperature mobility looks ordinary.

**A.** Equation (4) concerns ions alone. Phonons also scatter, and their rates add to (2) at each energy. Three are needed here.

Acoustic strain \(S\) shifts the band edge by \(DS\). For elastic constant \(C\), equipartition gives each mode a mean square strain \(T/C\) divided by the volume. Thus \(W=D^2T/C\). As \(\int(1-c)\,dc=2\), equation (1) gives \(1/\tau_a=D^2Tmk/(\pi C)\).

Strain also creates a piezoelectric potential. Let \(K^2\) be the direction-averaged ratio of its electric energy to the elastic energy. Equating \(\epsilon q^2|\phi_q|^2/(8\pi)\) to \(K^2\) times the thermal elastic energy gives \(W=4\pi K^2T/(\epsilon q^2)\). With \(q^2=2k^2(1-c)\), the integral in (1) yields \(1/\tau_p=2K^2Tm/(\epsilon k)\).

Polar optical phonons have energy \(\omega\) and occupation \(N_\omega=1/(e^{\omega/T}-1)\). Let \(\Delta=1/\epsilon_\infty-1/\epsilon\), where \(\epsilon_\infty\) is the high-frequency permittivity. A fixed charge \(\rho_q\) has the potential \(4\pi\rho_q/(\epsilon_\infty q^2)\) before the lattice responds and \(4\pi\rho_q/(\epsilon q^2)\) afterwards, so the lattice adds \(-\chi\rho_q\) with \(\chi=4\pi\Delta/q^2\). A classical variable \(\phi\) with energy \(\phi^2/(2\chi)+\rho\phi\) has just this mean response, and equipartition gives it the variance \(T\chi\). The classical potential fluctuation, times the volume as in \(W\), is therefore \(4\pi T\Delta/q^2\). For a quantum oscillator, \(T\) becomes \(\omega(N_\omega+\tfrac12)\). This splits into \(W=2\pi\omega\Delta N_\omega/q^2\) for absorption and the same with \(N_\omega+1\) for emission.

These collisions change the energy, so I estimate their relaxation rate by the total rate of leaving a state. That means replacing \(1-c\) by 1 and the prefactor \(k\) by the final \(k'\) in (1). With \(q^2=k^2+k'^2-2kk'c\), the angular integral of \(1/q^2\) is \((kk')^{-1}\ln[(k+k')/|k-k'|]\). Each process contributes

\[
\frac{m\omega\Delta}{k}\,\nu\,
\ln\frac{k+k'}{|k-k'|},\qquad
k'^2=k^2\pm2m\omega ,
\]

where \(\nu=N_\omega\) for absorption (upper sign) and \(N_\omega+1\) for emission, which requires \(E>\omega\).

**Q.** Put numbers in, for both temperatures.

**A.** I use rough typical parameters for gallium arsenide: \(m=0.067\), \(\epsilon=12.9\), \(\epsilon_\infty=10.9\), \(\omega=36\) meV, \(D=8\) eV, \(C=140\) GPa and \(K^2=0.0025\). Both layers have \(n=2\times10^{14}\ \mathrm{cm^{-3}}\), with full ionization assumed. The integral (3) is done by numerical quadrature.

At 77 K, ions alone would give \(9.9\times10^5\ \mathrm{cm^2/Vs}\) in the pure layer and \(9.9\times10^4\) in the compensated one. Phonons alone would give \(2.5\times10^5\). With all rates together:

- Pure layer: \(1.72\times10^5\ \mathrm{cm^2/Vs}\).
- Compensated layer: \(5.6\times10^4\ \mathrm{cm^2/Vs}\).

The ratio is \(17.2/5.6\approx3.1\), not ten, because phonons limit both layers. Adding reciprocal mobilities for the compensated layer would give \(1/(1/9.9+1/24.9)\times10^4\approx7.1\times10^4\), above the full result. That shortcut would need the ion and phonon rates to depend on energy in the same way, and they do not.

At 300 K the estimates are about 5000 and 4800 \(\mathrm{cm^2/Vs}\), a loss of 5%. An ordinary room-temperature mobility can therefore accompany heavy compensation at these densities.

**Q.** So should I measure \(n\) and the cold mobility, then solve for both impurities?

**A.** Yes, if ions and the assumed phonons are the relevant scatterers. At fixed \(n\), increasing \(N_I\) raises the scattering rate at every energy, so \(\mu\) falls steadily and selects one \(N_I\). Adding and subtracting \(N_I=N_D+N_A\) and \(n=N_D-N_A\) gives

\[
N_D=\frac{N_I+n}{2},\qquad N_A=\frac{N_I-n}{2}.
\]

The model is sensitive even to modest compensation. At 77 K and fixed \(n\), \(N_A=10^{14}\ \mathrm{cm^{-3}}\) lowers the mobility from \(1.72\times10^5\) to \(1.37\times10^5\ \mathrm{cm^2/Vs}\). With \(N_A=3\times10^{14}\) it is \(9.9\times10^4\). In a nearly pure layer, however, phonons dominate, so a small inferred \(N_A\) also depends on the phonon rates assumed.

**Q.** You treated attraction and repulsion alike. A slow electron should know the difference.

**A.** It does beyond the Born approximation. Expand the scattering amplitude as \(\sum_l(2l+1)a_lP_l(\cos\theta)\), with \(a_l=(e^{2i\delta_l}-1)/(2ik)\) and phase shifts \(\delta_l\). The total cross-section is \(4\pi\sum_l(2l+1)|a_l|^2\). Weighting by \(\cos\theta\) couples neighbouring \(l\) and gives \(4\pi\sum_l2(l+1)\mathrm{Re}(a_l^*a_{l+1})\). Split \(2l+1=l+(l+1)\), shift the index in the first part, and subtract:

\[
\sigma_{\rm tr}=4\pi\sum_l(l+1)|a_l-a_{l+1}|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

I obtained the phase shifts by integrating the radial Schrödinger equation with the Numerov method, separately for donors and acceptors. The scattering rate is \((k/m)\) times the sum of each density times its cross-section. At 77 K the ion-only mobilities become \(1.04\times10^6\) and \(1.07\times10^5\ \mathrm{cm^2/Vs}\). Their ratio is 9.7 instead of 10. The sum rule survives here as a good approximation.

This provides a trial of the diagnosis. With phonons included, the partial-wave mobility of the compensated layer is \(6.0\times10^4\ \mathrm{cm^2/Vs}\). Suppose that value were measured and analysed with the Born rate. The result would be \(N_I=1.81\times10^{15}\), hence \(N_D=(18.1+2.0)/2\times10^{14}\approx1.0\times10^{15}\) and \(N_A=(18.1-2.0)/2\times10^{14}\approx8.0\times10^{14}\ \mathrm{cm^{-3}}\). Both are about 10% below the densities put in, but the compensation is plain.

**Q.** Is 10% then the accuracy?

**A.** No, that is one error among several. The screening length at 77 K is 154 nm, whereas the mean ion spacing \(N_I^{-1/3}\) is 79 nm. The screened potentials overlap. In the Born approximation that alone does no harm, since random ions add by number. But the summed potential fluctuates with a root-mean-square size \(\sqrt{2\pi N_I/\kappa}/\epsilon\), about \(0.74\,T\) in the compensated layer. That is not small, so both the weak-potential screening and the treatment of ions one at a time are doubtful.

A rough measure comes from stopping each Coulomb encounter at half the ion spacing, \(s_m=\tfrac12N_I^{-1/3}\). A classical orbit with impact parameter \(s\) has \(\tan(\theta/2)=b_0/s\), where \(b_0=1/(2E\epsilon)\). Therefore \(1-\cos\theta=2/(1+s^2/b_0^2)\), and

\[
\sigma_{\rm tr}=2\pi\int_0^{s_m}\frac{2s\,ds}{1+s^2/b_0^2}
=2\pi b_0^2\ln\left(1+\frac{s_m^2}{b_0^2}\right).
\]

This is the Conwell–Weisskopf treatment. It raises the compensated ion-only mobility from \(9.9\times10^4\) to \(1.33\times10^5\ \mathrm{cm^2/Vs}\), by 34%, and lowers the pure-to-compensated ratio to 7.7. Part of that rise comes from using classical orbits instead of the Born approximation. Against the partial-wave value \(1.07\times10^5\) the rise is still about 25%, so the choice of cutoff matters more here than the 8% Born error. As \(N_A\) approaches \(N_D\), \(n\) and \(\kappa\) tend to zero and the logarithm in (2) grows without limit. The isolated-ion model then fails, and (4) should not be pushed to that end.

**Q.** Do the donors stay ionized at 77 K?

**A.** Mostly. A donor level at depth \(E_D\) can hold an electron of either spin, but not two. With chemical potential \(\zeta\) measured from the band edge, the ratio of neutral to ionized donors is \(2e^{(\zeta+E_D)/T}\). Also \(n=N_ce^{\zeta/T}\), where \(N_c=2(mT/2\pi)^{3/2}\). Eliminate \(\zeta\), and use \(N_D^+=n+N_A\):

\[
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{2}e^{-E_D/T}.
\]

The hydrogen-like depth is \(E_D=m/(2\epsilon^2)=5.5\) meV, against \(T=6.6\) meV. Counting only this ground level of the donor, the free density is \(1.97\times10^{14}\ \mathrm{cm^{-3}}\) in the pure layer and \(1.84\times10^{14}\) in the compensated one, losses of 2% and 8%. The ratio \(n/N_c\) is below 0.004, so the electrons are non-degenerate. With partial freeze-out the charged-ion density is \(N_D^++N_A=n+2N_A\), so the acceptor formula still holds with the actual cold \(n\); the donor formula then counts ionized donors. Electrons bound on donors also respond to the potential and raise \(\kappa^2\) by about 9% in the compensated layer. This enters (2) only through the slowly varying bracket, so it shifts the inferred \(N_I\) little.

**Q.** And how do these layers compare with real ones?

**A.** High-purity gallium arsenide can have \(n\) near \(10^{14}\ \mathrm{cm^{-3}}\) and a 77 K mobility of order \(10^5\ \mathrm{cm^2/Vs}\), so the cold example lies in a realistic range. At room temperature, real high-purity material reaches roughly \(8500\ \mathrm{cm^2/Vs}\), well above my 5000. A likely reason is that the optical-phonon estimate counts every collision as a full loss of direction, although \(1/q^2\) favours small angles. Use the 300 K result for the weak contrast, not as a calibration. The same estimate also lowers the 77 K mobilities by a few per cent, enough to understate a small \(N_A\) noticeably.

Two features of the measurement also shift the answer. In a weak magnetic field with cyclotron frequency \(\omega_c\), the longitudinal and transverse conductivities are proportional to \(\langle\tau\rangle\) and \(\omega_c\langle\tau^2\rangle\). The Hall coefficient therefore has magnitude \(r/n\), with \(r=\langle\tau^2\rangle/\langle\tau\rangle^2\). Here \(r=1.35\) for the compensated layer at 77 K. Setting \(r=1\) would report \(2.0/1.35\approx1.5\times10^{14}\) carriers per \(\mathrm{cm^3}\) and a mobility 35% too high. Weak here means \(\omega_c\tau\ll1\), or \(\mu B\ll1\). For \(\mu=5.6\ \mathrm{m^2/Vs}\) that requires \(B\) well below 0.2 T. At stronger fields \(r\) falls toward 1 and the correction is smaller.

A depleted surface also removes carriers. Its field changes by \(4\pi n/\epsilon\) per unit depth, so a barrier \(V\) requires \(V=2\pi nw^2/\epsilon\), or \(w=\sqrt{\epsilon V/(2\pi n)}\). For an assumed 0.7 eV barrier, \(w=2.2\) µm. In a 5 µm layer, dividing the sheet density by the full thickness would miss about 45% of \(n\), even before depletion at the substrate.

I have left out collisions between electrons. They conserve total momentum but redistribute it over energy, which can alter \(\langle\tau\rangle\). I have not computed the size of this effect for either layer.

**Q.** If my cold mobility is low, may I at least conclude that the layer is compensated?

**A.** Not from that alone. Neutral impurities, dislocations or a rough interface can also lower it, and the inversion would wrongly count them as ions. Conversely, an impurity that is neither charged nor a strong scatterer can escape both measurements. Chemical analysis of the likely donors and acceptors tests the assignment, provided that you remember it counts atoms, not active charges. Your density establishes the net doping. The cold mobility can expose what the subtraction concealed, within the scattering model used to read it.
